# Why random layer thicknesses suppress the harmonic conductance of a multilayer

## The decision: how to model a random stack

Someone computing heat flow through a random multilayer must choose between repeating a disordered block periodically and treating the whole disordered stack between two leads. In the harmonic example below, 72-period stacks, each built by repeating one nine-period disordered block, conduct about 2.8 MW/(m² K) on average at 50 K. Stacks disordered throughout conduct about 0.08. Both have the same number of interfaces and the same amount of each material. What differs is whether the thickness sequence repeats, and so whether Bloch waves exist.

The comparison holds these things fixed: interface number, total thickness of each material, interface bonding, and identical leads. Interfaces are flat, so the in-plane wavevector is conserved and each channel is a one-dimensional wave problem. Forces are harmonic.

## One interface, one layer

Let $u$ be the displacement of a cell of mass $m$ and $f$ the force in the bond to its right. The normal spring is $K$ and the lateral spring $K/2$. For in-plane wavevector $(k_x,k_y)$ and lateral spacing $a_t$, Newton's law reads

$$f_{\rm right}=f_{\rm left}+Du,\qquad D=\tfrac12Kg-m\omega^2,$$

with $g=4-2\cos k_xa_t-2\cos k_ya_t$. Cut each bond into two half-bonds of stiffness $2K$, so that an A–B bond is one half-bond of each kind in series. Crossing a half-bond adds $f/2K$ to $u$. Half-bond, site and half-bond together give

$$\begin{pmatrix}1+\frac{D}{2K}&\frac1K\left(1+\frac{D}{4K}\right)\\ D&1+\frac{D}{2K}\end{pmatrix}
=\begin{pmatrix}\cos q&\sin q/Z\\-Z\sin q&\cos q\end{pmatrix}.$$

The diagonal defines $\cos q=1+D/2K$, hence $D=-4K\sin^2(q/2)$. The lower left element then gives $Z=-D/\sin q=2K\tan(q/2)$, and the upper right agrees, since $1+D/4K=\cos^2(q/2)$. A layer of $n$ cells has the same matrix with $q\to nq$. Waves running right and left have $f=\pm iZu$.

At an A–B interface, continuity of $u$ and $f$ requires $1+\rho=\tau$ and $Z_A(1-\rho)=Z_B\tau$. Therefore

$$\rho=\frac{Z_A-Z_B}{Z_A+Z_B},\qquad t=1-\rho^2=\frac{4Z_AZ_B}{(Z_A+Z_B)^2},$$

and the reflected energy fraction is $R=1-t$. Layer thickness does not appear: moving an interface changes the phase with which its reflection arrives, not its strength.

## The periodic stack: reflections that keep their phase

Let one period, a B layer and an A layer, have matrix $M$ with rows $(a,b)$ and $(c,d)$ and determinant 1. Half its trace is

$$\cos Q=\cos\alpha\cos\beta-\tfrac12\left(\frac{Z_A}{Z_B}+\frac{Z_B}{Z_A}\right)\sin\alpha\sin\beta,$$

where $\alpha=nq_A$ and $\beta=nq_B$. If $|\cos Q|<1$, $Q$ is real and the wave is an extended Bloch wave.

To find the transmission between A leads of impedance $Z$, match $(1+\rho,\,iZ(1-\rho))$ on the left to $(\tau,\,iZ\tau)$ on the right. Applying $M^{-1}$ gives $1+\rho=\tau(d-ibZ)$ and $1-\rho=\tau(a+ic/Z)$. Adding them, and using $ad-bc=1$,

$$\frac1T=\frac{(a+d)^2+(bZ-c/Z)^2}{4},\qquad
\frac1T-1=\frac{(a-d)^2+(bZ+c/Z)^2}{4}.$$

Since $M^2=2\cos Q\,M-1$, induction gives $M^P=[\sin(PQ)\,M-\sin((P-1)Q)]/\sin Q$ for $P$ periods. The part proportional to the identity drops out of the second expression, so

$$\frac1{T_P}-1=\left(\frac1{T_1}-1\right)\frac{\sin^2PQ}{\sin^2Q}.$$

This oscillates with $P$ but does not grow. Put $B=(1/T_1-1)/\sin^2Q$. In a long stack $PQ$ sweeps rapidly with frequency, and

$$\left\langle\frac1{1+B\sin^2\phi}\right\rangle=
\left\langle\frac1{1+B/2-(B/2)\cos2\phi}\right\rangle=\frac1{\sqrt{1+B}},$$

because the average of $1/(x-y\cos\theta)$ is $1/\sqrt{x^2-y^2}$. Pass bands therefore give a conductance independent of length, while transmission in the stop bands decays exponentially.

## The random stack: reflections that lose their phase

Join two sections with transmissions $T_1,T_2$. Summing the waves that bounce between them gives

$$\ln T_{12}=\ln T_1+\ln T_2-2\ln|1-ze^{i\phi}|,\qquad |z|<1 .$$

If $\phi$ is uniformly distributed the last term averages to zero, since $\ln(1-ze^{i\phi})=-\sum_{j\ge1} z^je^{ij\phi}/j$ and each term averages to zero. Adding interfaces one by one gives

$$\langle\ln T\rangle=2P\ln t .$$

The typical transmission decays exponentially although each interface is as transparent as before. This is localisation.

Real thicknesses randomise phase only partly. Let $\chi=\langle e^{2iqn}\rangle$ for each material, with independently drawn thicknesses. For weak reflection the stack's reflected amplitude is $\rho_0\sum_j(-1)^je^{i\phi_j}$, where $\rho_0^2=R$ and $\phi_j$ is the round-trip phase to interface $j$. In the mean square, each period contributes 2 from its own two interfaces, plus correlations with all later ones. These form two geometric series, one starting across a B layer and one across an A layer:

$$2+2\,{\rm Re}\,\frac{(-\chi_B+\chi_A\chi_B)+(-\chi_A+\chi_A\chi_B)}{1-\chi_A\chi_B}
=2\,{\rm Re}\,F,$$

$$F=\frac{(1-\chi_A)(1-\chi_B)}{1-\chi_A\chi_B}.$$

For a section long compared with the phase memory but still weakly reflecting, $-\ln T\simeq1-T$. Sections then add as above, because their relative phase is random. Writing $-\ln t$ for $R$, which is the same to leading order and recovers the uniform-phase result at $\chi=0$,

$$-\frac{\langle\ln T\rangle}{P}\simeq2|\ln t|\,{\rm Re}\,F .$$

The first factor describes the interfaces, the second their arrangement. To see the sign of the second, define $w=(1+\chi)/(1-\chi)$. Then

$$w_A+w_B=\frac{2(1-\chi_A\chi_B)}{(1-\chi_A)(1-\chi_B)}=\frac2F,\qquad
{\rm Re}\,w=\frac{1-|\chi|^2}{|1-\chi|^2}.$$

So ${\rm Re}\,F=2\,{\rm Re}(w_A+w_B)/|w_A+w_B|^2$. With fixed thicknesses $|\chi|=1$, and ${\rm Re}\,F=0$ away from the Bragg condition $\chi_A\chi_B=1$. With random thicknesses $|\chi|<1$, except at special frequencies discussed below, and ${\rm Re}\,F>0$: at this order the wave is localised.

## Long waves survive longest

For small $q$, with mean thickness $\bar n$ and variance $\sigma^2$ in both materials, $1-|\chi|^2\simeq4q^2\sigma^2$, $|1-\chi|^2\simeq4q^2\bar n^2$ and ${\rm Im}\,\chi\simeq2q\bar n$. Hence ${\rm Re}\,w\simeq\sigma^2/\bar n^2$ and ${\rm Im}\,w=2\,{\rm Im}\,\chi/|1-\chi|^2\simeq1/(q\bar n)$. The imaginary parts dominate the denominator of ${\rm Re}\,F$, so

$$-\frac{\langle\ln T\rangle}{P}\simeq
8|\ln t|\,\sigma^2\frac{q_A^2q_B^2}{(q_A+q_B)^2}\propto\omega^2$$

at normal incidence. A stack of $P$ periods thus passes waves below a cutoff that falls as $P^{-1/2}$. A sufficiently long random stack therefore acts as a low-pass filter whose window closes with length, and its conductance has no plateau in this model. In shorter stacks, higher frequencies still carry much of the heat.

## How large: a stack in the Si/Ge regime

The parameters are rough. Cells of two atoms have masses 56 u (A, Si-like) and 145 u (B, Ge-like), with normal springs of 50 and 40 N/m. Cell height is 0.2715 nm and lateral spacing 0.384 nm. Periodic layers have 6 cells, or 1.63 nm. In the random stacks the thicknesses 2 to 10 cells occur equally often and are shuffled, so $\bar n=6$ and $\sigma^2=6.67$. Leads are of material A.

At 2 THz and normal incidence, $q_A=0.5488$ and $q_B=1.0184$. Then $Z_A=2K_A\tan(q_A/2)\simeq28.1$ N/m and $Z_B=2K_B\tan(q_B/2)\simeq44.7$ N/m. With the unrounded impedances, $t=4Z_AZ_B/(Z_A+Z_B)^2=0.94856$. Uniform phases predict a decay of $-2\ln t=0.1056$ per period; direct matrix products give 0.1054.

For independently drawn thicknesses of 2 to 10 cells:

| Frequency (THz) | Decay per period, direct | Formula | Decay length (nm) |
|---|---:|---:|---:|
| 0.3 | 0.0089 | 0.0083 | 370 |
| 1 | 0.119 | 0.120 | 27 |
| 2 | 0.121 | 0.122 | 27 |
| 3 | 0.225 | 0.223 | 14.5 |

The decay length is the mean period, 3.26 nm, divided by the direct rate. The direct rates are sample averages, with a statistical error of about 1.5% at 0.3 THz. Longer averaging gives 0.0087 (376 nm), 5% above the formula. That remaining gap is real and shrinks when the impedance contrast is reduced: the formula keeps only the leading order in reflection. At 0.05 THz the direct rate is $1.39\times10^{-4}$, against $1.33\times10^{-4}$ from the long-wave formula.

The conductance sums the channels,

$$G=3\int\frac{d^2k}{(2\pi)^2}\int_0^\infty\frac{d\omega}{2\pi}\,
\hbar\omega\frac{\partial n_B}{\partial\Theta}\,T(\omega,\mathbf k),$$

where $\Theta$ is temperature, $n_B$ the Bose occupation, and 3 counts equal, uncoupled polarisations. For comparison, a phase-blind calculation adds energies instead of amplitudes: $T_{12}=T_1T_2/(1-R_1R_2)$, which makes $1/T-1$ additive and gives $T=[1+2P(1-t)/t]^{-1}$. It covers channels that propagate in both materials. At 50 K, in MW/(m² K):

| Periods | Length (nm) | Periodic | Random, mean | Phase-blind |
|---:|---:|---:|---:|---:|
| 9 | 29 | 20.0 | 4.7 | 8.6 |
| 18 | 59 | 19.8 | 1.7 | 5.0 |
| 36 | 117 | 19.7 | 0.4 | 2.7 |
| 72 | 235 | 19.6 | 0.08 | 1.4 |
| 144 | 469 | 19.6 | 0.02 | 0.7 |

Randomising reduces the conductance to 23–24% of the periodic value at 29 nm and to about 2% at 117 nm. The fringe-averaged formula gives a periodic plateau of 19.8. The periodic entries carry a grid error of up to about 0.15: a much finer channel grid gives 19.86, 19.77, 19.75, 19.74 and 19.73 (each to about 0.02), with a plateau of 19.73. The small excess at nine periods is real; at that length the stop bands still pass about 0.17 by tunnelling. The phase-blind column would be the same for either arrangement, so interface density cannot explain the difference.

The last two random entries are orders of magnitude. At 144 periods half the surviving heat lies below 0.275 THz. There, waves that propagate in the lead satisfy $k_\parallel a_t\lesssim2\pi(0.275\times10^{12})(0.384\times10^{-9})/6296\simeq0.105$. The 14-by-14 Gauss grid used for each quadrant of the in-plane zone has one point in that region. The printed uncertainties cover the scatter between random stacks, not this coarse sampling, and no power law should be fitted to these entries.

## Evidence that localisation is the cause

Repeating one disordered nine-period block keeps the thickness disorder inside the block but restores Bloch waves. Doubling such stacks from 72 to 144 periods leaves their conductance, averaged over six blocks, unchanged at about 2.8 MW/(m² K) (single blocks range from about 2.5 to 3.4), whereas that of the fully random stack falls to roughly 0.3 of its value.

The vibrational modes show the same change. For mass-weighted, normalised mode amplitudes $v_i$ on $N$ sites, the participation ratio $1/(N\sum_i v_i^4)$ measures the fraction of the stack that vibrates. At normal incidence, with 144 periods and free ends, its mean between 1.5 and 3 THz is 0.55 for the periodic stack and 0.10 for random ones. Below 0.1 THz the values are 0.56 and 0.55: these long waves still fill the stack.

## Where the simple statement fails

Disorder does not lower the transmission of every channel. In the stop bands of the periodic stack it can open paths: at 72 periods these channels carry 0.007 MW/(m² K) in the periodic stack and 0.011 in the random one. These sums are sensitive to the sampling grid: finer sampling halves the periodic one to 0.0035 and leaves the random one near 0.011. Read them as showing that this heat is of order 0.01 MW/(m² K) or less. The loss in the pass bands, from 19.6 to 0.07, far outweighs any such gain.

Random thicknesses can also share a transparent frequency. If $q_B=\pi/2$, a B layer with an even number of cells has $nq_B$ equal to a multiple of $\pi$, and its matrix is $\pm1$. Every such layer is then invisible, whatever the order. At normal incidence $\cos q_B=0$ gives $\omega^2=2K_B/m_B$, or 2.90 THz. A 36-period stack with even B thicknesses has $T=1$ there, while general thicknesses give a typical $T$ of order $10^{-3}$. If suppression is the aim, avoid thickness sets with a common divisor above one cell.

## Real Si/Ge stacks, and what to do

The model omits polarisation conversion, optical branches and strain. Its long-wave impedance ratio is $\sqrt{(40\times145)/(50\times56)}=1.44$; for longitudinal waves along [001] in real Si/Ge the ratio is about 1.33. With $R=[(1.44-1)/(1.44+1)]^2\simeq0.033$ against 0.020, the model overstates the interface factor $|\ln t|$ in that long-wave decay rate by a factor of about 1.6 for longitudinal waves. For transverse waves the real ratio is about 1.38 and the factor about 1.25. The other factor depends on the sound speeds, which also differ from the real ones.

The model also assumes sharp interfaces, whereas real ones are partly mixed. For random masses with relative variance $\gamma$, the frequency perturbation is $-\omega\,\delta m/2\bar m$. The golden rule then gives a scattering rate $2\pi(\omega^2\gamma/4)\mathcal D$, where $\mathcal D=V\omega^2/2\pi^2c^3$ is the Debye density of states per atom for one polarisation, $V=0.020$ nm³ the atomic volume and $c=4500$ m/s the harmonic mean of the two sound speeds. The rate is $V\gamma\omega^4/4\pi c^3$. Take an equal mixture, $\gamma=(89/201)^2=0.196$, with one mixed cell layer in every six. At 2.92 THz, the median heat frequency of the periodic stack, this Debye estimate gives a scattering length of roughly 70 nm. The length varies as $c^4$, so it depends strongly on the speed chosen for the mixed layer. Dispersion, which the estimate leaves out, raises the density of states and slows the waves at this frequency, which shortens the length for a given $c$. For a lattice with the averaged mass and spring of the two materials, including dispersion cuts the length from about 65 to about 40 nm. With 70 nm the unscattered fraction $e^{-L/\ell}$ is about 0.66 at 29 nm and 0.19 at 117 nm; with 40 nm it is about 0.48 and 0.05. Treat all of these as rough guides. Scattered waves can still carry heat, so these fractions show how much of the coherent picture is affected, not the new conductance.

Anharmonic scattering grows with temperature. Using rough Ge conductivities of 600 and 60 W/(m K) at 50 and 300 K, the grey estimate $3\kappa/Cv$, with the model's acoustic heat capacity $C$ and normal sound speed $v$ for material B, gives mean paths of about 1400 and 50 nm. These include every kind of scattering in the crystal, at 50 K notably that by isotopes, so they are not purely anharmonic lengths. The harmonic calculation at 300 K and 72 periods gives about 38 (periodic) and 0.1 MW/(m² K) (random), but the stack is 235 nm long, several times the mean path. Much of the heat would be scattered inside it, which disturbs the phases that both results rely on, so neither is a room-temperature prediction. The mean path hides a wide spread: long waves travel much further.

For a calculation, these results suggest the following:

- Treat a random stack as a finite disordered region between leads, and average over several sequences. A repeated block gives the plateau of a different, periodic material.
- Keep interface number and total thicknesses fixed when comparing arrangements, and add a phase-blind estimate to separate interference from interface resistance.
- Refine the in-plane grid near zero wavevector as the random stack grows, because that is where the remaining heat flows.
- Compare the stack length with the mixing and anharmonic lengths, at the frequencies that carry the heat, before applying a harmonic suppression factor to a device.

The full set of values is in the numerical output below.

## Computed values

```
cell masses A, B: 56, 145 u
normal springs A, B: 50, 40 N/m; lateral: half
cell height, lateral spacing: 0.2715, 0.3840 nm
sound speeds A, B: 6296, 3499 m/s
mean layer: 6 cells = 1.629 nm
random thickness: 2 to 10 cells, variance 6.667 cells^2
interface density: 0.6139 per nm
2 THz, normal incidence: phases per cell A, B 0.5488, 1.0184 rad
2 THz interface transmission, reflection: 0.94856, 0.05144
2 THz uniform-phase decay/period: direct 0.10542, formula 0.10563
0.3 THz decay/period: direct 0.00890, formula 0.00827, length 366.1 nm
1.0 THz decay/period: direct 0.11913, formula 0.11993, length 27.3 nm
2.0 THz decay/period: direct 0.12130, formula 0.12166, length 26.9 nm
3.0 THz decay/period: direct 0.22498, formula 0.22256, length 14.5 nm
0.05 THz decay/period: direct 1.387e-04, long-wave 1.334e-04
Conductances at 50 K in MW/(m^2 K):
bare A lead 119.16; periodic plateau 19.77
P=9, L=29.3 nm: periodic 19.98, random 4.71 +/- 0.09, phase-blind 8.57
P=18, L=58.6 nm: periodic 19.79, random 1.68 +/- 0.03, phase-blind 4.99
P=36, L=117.3 nm: periodic 19.67, random 0.43 +/- 0.02, phase-blind 2.73
P=72, L=234.6 nm: periodic 19.61, random 0.08 +/- 0.01, phase-blind 1.44
P=144, L=469.2 nm: periodic 19.60, random 0.02 +/- 0.00, phase-blind 0.74
random/periodic at P=72, 144: 0.004, 0.001
G(P=144)/G(P=72): random 0.283, repeated block 1.001
repeated block G at P=72, 144: 2.77, 2.77 MW/(m^2 K)
P=72 pass bands: periodic 19.60, random 0.07 MW/(m^2 K)
P=72 stop bands: periodic 0.0071, random 0.0114 MW/(m^2 K)
P=144 median heat frequency: periodic 2.919, random 0.275 THz
participation below 0.1 THz: periodic 0.557, random 0.550
participation 1.5-3 THz: periodic 0.547, random 0.095
transparent frequency 2.901 THz, P=36: even-B T 1.000000, general typical T 1.11e-03
300 K, P=72: periodic 37.90, random 0.09 MW/(m^2 K)
rough Ge at 50 K: conductivity 600 W/(m K), model heat 0.368 MJ/(m^3 K), grey path 1399 nm
rough Ge at 300 K: conductivity 60 W/(m K), model heat 0.999 MJ/(m^3 K), grey path 52 nm
one mixed cell layer/interface, 2.919 THz: rough scattering length 70 nm
```
